# Over-Barrier Capture by a Slow Ion: Radius and Preferred Shell

## Definitions and conventions

A bare ion of charge $q\ge 1$ slowly approaches an atom whose active electron has binding energy $I>0$. With that electron removed, the atom is a core of charge 1. For hydrogen in its ground state the core is the proton and $I=1/2$. Hartree atomic units are used: the electron mass, the elementary charge and $\hbar$ equal one, lengths are in bohr and energies in hartree.

The distance between ion and core is $R$. On the line joining them, $x$ is the electron's distance from the ion, so its distance from the core is $R-x$. Energies below are electron energies at fixed $R$. The repulsion $q/R$ between the nuclei is the same whichever centre holds the electron, so it cancels when levels are compared.

"Slow" means that the ion's speed $v$ is well below the electron's orbital speed, of order $\sqrt{2I}$, which is 1 for hydrogen. The electron's motion around its own centre then has time to adjust as $R$ changes, though tunnelling to the other centre may be too slow to keep up.

The model asks two questions. At what distance does the electron's energy reach the top of the barrier between the centres? Which level of the ion matches that energy? The barrier is treated classically and the levels are quantum levels, so the answers are estimates.

## The estimate on the back of an envelope

For large $q$ the transfer happens far from the ion, whose field near the atom is then nearly uniform, $F=q/R^2$. Measured from the ion's potential at the core, the electron's potential at distance $y$ from the core, towards the ion, is

$$
U(y)=-\frac1y-Fy .
$$

Its derivative $1/y^2-F$ vanishes at $y=F^{-1/2}$, where $U=-2\sqrt F$. The electron, at energy $-I$ on this scale, reaches the top when $2\sqrt F=I$. Since $\sqrt F=\sqrt q/R$,

$$
R\simeq\frac{2\sqrt q}{I}.
$$

The uniform field is justified because the top lies at $y=R/\sqrt q\ll R$.

Seen from the ion, the electron sits in a potential of about $-q/R=-I\sqrt q/2$, which for large $q$ outweighs $I$ itself. Matching this to a hydrogenic level of the ion gives

$$
\frac{q^2}{2n^2}\simeq\frac{I\sqrt q}{2}
\quad\Longrightarrow\quad
n\simeq\frac{q^{3/4}}{\sqrt I}.
$$

The power has a simple origin: the capture distance grows as $\sqrt q$, so the binding to the ion grows as $q/\sqrt q=\sqrt q$, and $n^2\propto q^2/\sqrt q$. What is missing is the size of the corrections, which fall only as $1/\sqrt q$.

## The barrier at finite charge

Without the uniform-field approximation, the potential on the axis is

$$
V(x)=-\frac qx-\frac1{R-x},\qquad
V'(x)=\frac q{x^2}-\frac1{(R-x)^2}.
$$

Between the centres both $x$ and $R-x$ are positive, so $V'=0$ allows the positive square root: $\sqrt q\,(R-x)=x$. Hence

$$
x_s=\frac{\sqrt q}{\sqrt q+1}R,\qquad
R-x_s=\frac{R}{\sqrt q+1}.
$$

Inserting these distances,

$$
V_s=-\frac{\sqrt q(\sqrt q+1)}R-\frac{\sqrt q+1}R
=-\frac{(\sqrt q+1)^2}{R}.
$$

The second derivative along the axis, $-2q/x^3-2/(R-x)^3$, is negative, so this is a maximum in that direction. For a small sideways displacement $\rho$, the distance to the ion becomes $\sqrt{x^2+\rho^2}\simeq x+\rho^2/(2x)$, and similarly for the core. The potential therefore changes by

$$
\frac{\rho^2}{2}\left[\frac q{x_s^3}+\frac1{(R-x_s)^3}\right]>0 .
$$

The point is a saddle: the lowest place at which the electron can pass from one centre to the other.

## The shifted level and the opening radius

The ion also acts on the electron while it is still bound to the atom. The 1s charge cloud is spherical, and a spherical cloud acts on a charge outside it as if it were concentrated at its centre. The mean attraction is thus $-q/R$, apart from the tail of the cloud beyond $R$, which is exponentially small here. To first order in the ion's potential the target level is

$$
E_T=-I-\frac qR .
$$

Its height above the saddle is

$$
E_T-V_s=-I+\frac{-q+(q+2\sqrt q+1)}R
=\frac{2\sqrt q+1}{R}-I .
$$

The terms in $q$ cancel. The difference rises steadily as $R$ falls, so the passage opens once, at

$$
\boxed{R_c=\frac{2\sqrt q+1}{I}}
$$

and stays open at smaller $R$. The leading term is the uniform-field estimate; the added $1/I$ comes from the finite distance of the ion.

The shift is essential. Comparing the unshifted energy $-I$ with $V_s$ would give $(\sqrt q+1)^2/I$, which grows as $q$ instead of $\sqrt q$. For hydrogen and $q=10$ that would be about 35 bohr in place of 14.6 bohr.

At the opening, the saddle lies at

$$
R_c-x_s=\frac1I\,\frac{2\sqrt q+1}{\sqrt q+1}
$$

from the core. This runs from $3/(2I)$ at $q=1$ towards $2/I$ at large $q$, or from 3 to 4 bohr for hydrogen. For another atom, the core must look like a point charge at this distance.

The ion's field at the core is then

$$
F_c=\frac q{R_c^2}=\frac{qI^2}{(2\sqrt q+1)^2}<\frac{I^2}{4}.
$$

It saturates as $q$ grows. A more highly charged ion captures from farther away, while the field at the moment of opening rises only towards the limit $I^2/4$. For H(1s), with polarizability $9/2$, the second-order shift $-\tfrac94F_c^2$ therefore stays below $\tfrac94\cdot\tfrac1{256}\approx0.009$ hartree in magnitude, under 2% of $I$, so the first-order level remains a usable estimate at large $q$.

## The resonant shell

Once the electron is on the ion, the target core is the distant charge. A full ionic shell $n$, averaged over its orbitals, is spherical. By the same argument its mean attraction to the core is $-1/R$, as long as little of the shell's density lies beyond $R$:

$$
E_n=-\frac{q^2}{2n^2}-\frac1R .
$$

Single states of the shell deviate from this mean, because the core's field splits the shell. Setting $E_n=E_T$ and changing all signs gives

$$
\frac{q^2}{2n^2}=I+\frac{q-1}{R}.
$$

At $R=R_c$ the right side becomes

$$
I\left[1+\frac{q-1}{2\sqrt q+1}\right]
=I\,\frac{q+2\sqrt q}{2\sqrt q+1}.
$$

Solving for $n$, treated for the moment as continuous,

$$
\boxed{n_c=q\left[\frac{2\sqrt q+1}{2I(q+2\sqrt q)}\right]^{1/2}}
$$

Real shells have integer $n$. For $q>1$, shell $n$ is resonant at

$$
R_n=\frac{q-1}{q^2/(2n^2)-I},
$$

provided the denominator is positive. Raising $n$ lowers the denominator, so higher shells are resonant farther out. The condition $R_n\le R_c$ means

$$
\frac{q^2}{2n^2}\ge I+\frac{q-1}{R_c}=\frac{q^2}{2n_c^2},
$$

which is $n\le n_c$. Shells above $n_c$ come into resonance while the barrier is still closed, or have no resonance at finite $R$. The first resonance met after the opening belongs to the largest integer not exceeding $n_c$. This is the model's preferred shell.

## How the three-quarter power emerges

Let $a=1/\sqrt q$. Taking out the dominant powers,

$$
n_c^2=\frac{q^2}{2I}\,\frac{2\sqrt q\,(1+a/2)}{q(1+2a)}
=\frac{q^{3/2}}I\,\frac{1+a/2}{1+2a}.
$$

To first order in $a$ the last fraction is $1-3a/2$, and its square root is $1-3a/4$. Therefore

$$
n_c=\frac{q^{3/4}}{\sqrt I}\left[1-\frac3{4\sqrt q}+O(q^{-1})\right].
$$

For H(1s) the leading law is $\sqrt2\,q^{3/4}$. At $q=10$ it gives 7.95, while the full formula gives 6.70: the leading law is 19% too high relative to the full one. The first correction alone does not cure this, since it lowers the result to about 6.1. At such charges the full formula should be used.

The growth rate can be found without expanding. Taking the logarithm of $n_c$ and using $da/d\ln q=-a/2$,

$$
\frac{d\ln n_c}{d\ln q}
=\frac34+\frac a2\left[\frac1{1+2a}-\frac1{4+2a}\right]
=\frac34+\frac{3a}{4(1+2a)(2+a)} .
$$

The second term is positive, so within the model the local exponent lies above $3/4$ at every finite charge. It is 0.813 at $q=10$, 0.780 at $q=100$ and 0.754 at $q=10\,000$. The last value is a mathematical check of the limit, not a real ion. A power fitted over moderate charges would exceed $3/4$ without contradicting the asymptotic law.

## Other cases

**Different binding.** At fixed $q$, $R_c\propto1/I$ and $n_c\propto1/\sqrt I$. For hydrogen initially in shell $n_0$, with the target level averaged over that shell, $I=1/(2n_0^2)$ and

$$
R_c=2n_0^2(2\sqrt q+1),\qquad
n_c\to\sqrt2\,n_0q^{3/4}.
$$

The capture distance scales with the size of the initial orbit and the final shell number with $n_0$. The slow regime also shrinks, because the orbital speed is $1/n_0$.

**Equal charges.** For $q=1$ and H(1s), the formulas give $R_c=6$ bohr and $n_c=1$. This is the symmetric case: the electron moves between identical levels, resonant at every $R$.

**Charge two.** Here $n_c=1.78$, so the rule selects $n=1$. But that resonance lies at $R_1=0.67$ bohr, inside the atom, where the assumption of distant charges has failed. The shell $n=2$ has binding $q^2/(2n^2)=1/2$, equal to that of hydrogen, so it is resonant only as $R\to\infty$. The rule gives no trustworthy choice for this ion.

## Worked example: hydrogen and an ion of charge ten

With $\sqrt{10}=3.162$ and $I=0.5$,

$$
R_c=\frac{2(3.162)+1}{0.5}=14.65\ \text{bohr}=0.775\ \text{nm}.
$$

The saddle is $14.65\times3.162/4.162=11.13$ bohr from the ion, and thus 3.52 bohr from the proton. Its energy is $-(4.162)^2/14.65=-1.183$ hartree. The shifted level is $-0.5-10/14.65=-1.183$ hartree, equal to the saddle as required.

For the shell,

$$
n_c=10\left[\frac{7.325}{10+6.325}\right]^{1/2}=6.70,
$$

so the preferred integer is $n=6$. The resonance radii show why:

- $n=7$ is resonant at 17.3 bohr, outside $R_c$, with the barrier closed;
- $n=6$ is resonant at 10.1 bohr, the first one inside $R_c$;
- $n=5$ is resonant at 6.0 bohr, deeper still.

An ion on a straight path enters the open region if its impact parameter is below $R_c$. The corresponding area is $\pi R_c^2=674$ bohr$^2$, or 1.89 nm$^2$. A capture cross section is this area times a mean transfer probability, which the barrier argument does not supply. If that probability varied little with $q$, the cross section would grow in proportion to $q$ at large $q$, since $R_c^2\to4q/I^2$.

## Comparison with two-centre quantum mechanics

The barrier argument can be confronted with the Schrödinger equation for one electron and two fixed charges. It separates in spheroidal coordinates, built from the sum and difference of the electron's distances to the centres, and was solved numerically for states without angular momentum about the axis.

At $R_c$ for $q=10$, the quantum target level is $-1.189$ hartree, against $-1.183$ in the model. The difference of $-0.007$ hartree is about 1% of the ion-induced shift of $-0.683$ hartree. Its sign is that of target polarization, which the first-order level omits, though this contribution was not isolated. The other mean attraction also holds: integrating over the density of the $n=6$ shell gives $-0.0683$ hartree, the same as $-1/R_c$.

Near a model resonance, the target level and one state of the ionic shell avoid each other with a smallest gap $\Delta$. The shell's other states without angular momentum about the axis can cross the target level without a gap, because the equation separates. The gap measures how readily the electron is exchanged. Near the crossing, take two states coupled by $\Delta/2$, whose uncoupled energies separate at the rate $\alpha=vf$. Differentiating the model difference $E_n-E_T$ with respect to $R$ gives $-(q-1)/R^2$; its magnitude, $f=(q-1)/R^2$, is used as an estimate of the slope. For weak coupling the transfer probability is

$$
w=\left(\frac\Delta2\right)^2
\left|\int_{-\infty}^{\infty}e^{i\alpha t^2/2}\,dt\right|^2
=\frac{2\pi(\Delta/2)^2}{vf},
$$

because the squared Fresnel integral equals $2\pi/\alpha$. For arbitrary coupling, the Landau–Zener solution of this linear two-state model replaces $w$ by $1-e^{-w}$.

Take $v=0.2$, about 1 keV per atomic mass unit, as the radial speed. For $q=10$ and $n=6$ the gap is 0.0927 hartree at 9.95 bohr, so $f=9/9.95^2=0.091$ and

$$
w=\frac{2\pi(0.0463)^2}{0.2\times0.091}=0.74,\qquad
1-e^{-w}=0.52 .
$$

For $n=7$ the gap is only 0.0060 hartree at 16.1 bohr, and $w=0.008$. The ion passes this outer crossing almost without effect, as the closed barrier suggests. Between the two crossings the coupling changes from weak to substantial, and $R_c$ lies between them.

To compare shells, the probability of first transfer on the way in is multiplied by the area $\pi R^2$ of the crossing. Deeper shells are lumped together: all probability still on the target is assigned to them, with the area of the next inner model resonance. The weights in bohr$^2$ are:

| $q$ | $n_c$ | chosen $n$ | next higher | chosen | all deeper |
|---:|---:|---:|---:|---:|---:|
| 6 | 4.41 | 4 | 0.00 | 130 | 13 |
| 8 | 5.59 | 5 | 1.1 | 149 | 28 |
| 10 | 6.70 | 6 | 6.7 | 161 | 53 |
| 20 | 11.72 | 11 | 18 | 138 | 409 |

For $q=6$, 8 and 10 the chosen shell has the largest weight. The last column is an allowance rather than a bound, since deeper crossings can lie farther out than their model radii. The order in these three cases does not depend on those radii: more than half of the probability is transferred at the chosen crossing, so the deeper shells, whose crossings lie inside it, share a smaller probability and have smaller areas.

This agreement is not general, even at moderate charge. For $q=7$ the formula gives $n_c=5.01$, so the rule selects $n=5$, but only just. The same calculation puts that crossing at 11.6 bohr, close to $R_c=12.6$ bohr, with a gap of 0.023 hartree and $w\approx0.10$. About 9% of the probability is transferred there, and the deeper shells outweigh $n=5$. For $q=9$ and $q=11$ the chosen crossing takes about 15%, and the next inner shell has about twice the weight of the chosen one. When $n_c$ lies only slightly above an integer, the chosen resonance sits near the edge of the open region, and the rule can pick a shell that is one too high.

For $q=20$ the comparison does not confirm $n=11$. Its crossing at 15.8 bohr is well inside $R_c=19.9$ bohr, yet $w=0.20$ gives a transfer probability of only 0.18. About 81% of the probability passes both outer crossings without transfer at this speed. The allowance for deeper shells exceeds the weight of $n=11$. Resolving it by the same calculation puts the $n=10$ crossing at 12.5 bohr with a gap of 0.11 hartree and $w=0.78$; its weight is about 214 bohr$^2$, against 138 for $n=11$ and 95 for $n=9$. At this speed the rule is again one shell too high, here although $n_c=11.72$ is not just above an integer. The classical saddle ignores the energy of sideways confinement. The sideways curvature found earlier gives a harmonic frequency $\omega=[q/x_s^3+1/(R-x_s)^3]^{1/2}$, and two sideways directions cost a zero-point energy $2\cdot\omega/2=\omega$. At this crossing $\omega\approx0.23$ hartree, while the model level clears the saddle by only 0.13 hartree, so by this harmonic estimate the electron must still tunnel. The same comparison holds at the chosen crossings for $q=6$, 8 and 10, though their gaps are larger. Thus $R_c$ marks the classical opening, not the distance at which tunnelling ends. The three-quarter law is thus established here as a result of the over-barrier model; the few charges examined do not establish it as the asymptotic law of the quantum problem.

Speed matters too. Since $w\propto1/v$, a slower ion gives the outer crossings more time and can favour a higher shell by tunnelling. For $q=10$, $w$ at the $n=7$ crossing would reach 1 only at a speed of about 0.002. A faster ion shifts the balance inwards, until the slow-collision picture itself fails. The classical radius contains no such dependence.

The weights are not final cross sections. They use one radial speed for all impact parameters, and leave out the second passage through each crossing, where the electron may return to the target, as well as transitions to states with angular momentum about the axis. They test the choice of shell at the level of an estimate, and show that it can miss. The numerical output gives the gaps and crossing distances for the four charges in the table.

## Table of computed values

```
Example: H(1s), I = 0.5 hartree, ion charge q = 10
opening radius R_c = 14.6491 bohr = 0.7752 nm
saddle distance from ion = 11.1296 bohr
saddle energy = -1.18264 hartree
ion-induced shift -q/R_c = -0.68264 hartree
model target level = -1.18264 hartree
two-centre quantum level = -1.18935 hartree
quantum minus model = -0.00671 hartree
shell n=6 average core attraction = -0.068264 hartree
point-core value -1/R_c = -0.068264 hartree
continuous shell n_c = 6.6984
leading law sqrt(2) q^(3/4) = 7.9527
resonance radius n=5: 6.0000 bohr
resonance radius n=6: 10.1250 bohr
resonance radius n=7: 17.2941 bohr
geometric area pi R_c^2 = 674.17 bohr^2 = 1.8879 nm^2
Local exponent d ln(n_c)/d ln(q), dimensionless:
  q=10: 0.81272
  q=100: 0.77976
  q=10000: 0.75366
n_c / leading law at q=10000: 0.99262
Landau-Zener speed = 0.20 a.u. = 0.992 keV per atomic mass unit
q=6: R_c=11.798 bohr, n_c=4.414, selected n=4
  n=5: crossing 21.364 bohr, gap 2.478e-05 hartree, LZ exponent 4.402e-07
  n=4: crossing 8.081 bohr, gap 9.882e-02 hartree, LZ exponent 1.002e+00
  area weights (bohr^2): n=5: 0.00, n=4: 129.82, all deeper (bound): 12.82
q=8: R_c=13.314 bohr, n_c=5.585, selected n=5
  n=6: crossing 16.744 bohr, gap 1.954e-03 hartree, LZ exponent 1.201e-03
  n=5: crossing 8.929 bohr, gap 1.006e-01 hartree, LZ exponent 9.060e-01
  area weights (bohr^2): n=6: 1.06, n=5: 149.06, all deeper (bound): 27.62
q=10: R_c=14.649 bohr, n_c=6.698, selected n=6
  n=7: crossing 16.132 bohr, gap 6.028e-03 hartree, LZ exponent 8.253e-03
  n=6: crossing 9.947 bohr, gap 9.266e-02 hartree, LZ exponent 7.413e-01
  area weights (bohr^2): n=7: 6.72, n=6: 161.39, all deeper (bound): 53.45
q=20: R_c=19.889 bohr, n_c=11.723, selected n=11
  n=12: crossing 20.332 bohr, gap 9.119e-03 hartree, LZ exponent 1.421e-02
  n=11: crossing 15.820 bohr, gap 4.346e-02 hartree, LZ exponent 1.954e-01
  area weights (bohr^2): n=12: 18.32, n=11: 137.60, all deeper (bound): 408.73
q=2 limit of use: n_c=1.781, R_1=0.667 bohr
```
